Fischer's initial guess for a sequence of linear systems

**1. What is lost between two solves**

A time-stepping calculation often has to solve the same linear system again and again with a slowly changing right-hand side. The potential of a moving charge is an example: the Poisson matrix stays fixed while the charge density changes. An iterative solver started from zero at every step finds most of the answer anew each time, although the earlier answers are in memory.

Starting from the last solution helps only to first order in the time step. Polynomial extrapolation through several old solutions reaches higher order, but its weights are fixed in advance. If the right-hand sides are not smooth, those weights amplify the irregularities, and the guess can be worse than zero. What is needed is a combination of old solutions whose weights adapt to the new right-hand side and can be found before the new solution is known.

**2. Setting and conventions**

Let A be a real, symmetric, positive definite matrix that does not change with time. At time t we want the solution of

A x(t) = b(t).

Earlier solutions are available at t−h, t−2h, and so on. Until section 8 they are taken as exact. Write V_l for the span of the last l of them; l is the history length. The energy inner product and norm are

⟨u,v⟩ = uᵀA v,  ‖v‖ = (vᵀA v)^(1/2).

In the electrostatic example below, ½‖v‖² is the field energy of the potential v, which gives the norm its name. The ordinary length of a vector is written |v|.

Let q₁, …, q_l be a basis of V_l with q_iᵀA q_j = δ_ij, and let Q be the matrix with these columns. Then QᵀA Q = I.

**3. The best guess in the span**

Any guess in V_l has the form Qc with l coefficients c. Its squared energy error is

‖x−Qc‖² = xᵀA x − 2cᵀQᵀA x + cᵀQᵀA Q c.

The two cross terms were combined because A is symmetric. Now use QᵀA Q = I in the last term and A x = b in the middle one:

‖x−Qc‖² = ‖x‖² − 2cᵀQᵀb + cᵀc.

Completing the square gives

‖x−Qc‖² = ‖x‖² − |Qᵀb|² + |c−Qᵀb|².

Only the last term depends on c, and it vanishes for c = Qᵀb alone. The unique minimizer is Fischer's guess,

x₀ = Σ_i q_i (q_iᵀb).

The choice of norm is what makes this computable. The coefficient of x along q_i is q_iᵀA x, and A x is the known right-hand side. Minimizing |x−Qc| instead would call for products of the basis vectors with x itself, which is unknown.

Two properties follow. The error is A-orthogonal to the history,

QᵀA(x−x₀) = Qᵀb − QᵀA Q Qᵀb = 0,

and its size obeys

‖x−x₀‖² = ‖x‖² − Σ_i (q_iᵀb)².

Adding one more old solution to the span subtracts one more square. For a given b and nested histories, the error therefore cannot rise with l, whether or not b is smooth. How fast it falls depends on how nearly the old solutions span the new one. Smoothness on the scale of h is one condition that makes it fall fast (section 5); solutions confined to a space of small dimension are another (section 7).

**4. Keeping the basis up to date**

Suppose the new system has been solved exactly. The correction d = x−x₀ is already A-orthogonal to every q_i, so the next basis vector is simply

q_(l+1) = d/‖d‖,

unless d = 0, when the old span already contains x and nothing is added.

An iterative solver returns an approximate solution y, and d = y−x₀ then has small components along the old basis. They are removed by

d′ = d − Σ_i q_i (q_iᵀA d),

followed by normalization. If rounding leaves components along the old basis, a second pass of the same formula reduces them.

The guess costs l inner products and l vector additions. Forming the initial residual r₀ = b − A x₀ takes one product with A, and A d takes another. The second can be saved, because

A d = A y − A x₀ = (b−A x₀) − (b−A y) = r₀ − r,

where r is the final residual. The normalization and a second pass need A d′. If the vectors A q_i are stored, this follows without a new product from

A d′ = A d − Σ_i A q_i (q_iᵀA d).

Memory limits the history to some length L. A simple rule is to discard the full basis after the next solve and restart with the newest solution, normalized. The history length then cycles between 1 and L.

**5. Why smooth data give a small error**

Since x₀ is the best element of V_l, its error is at most that of any other element. A convenient competitor is polynomial extrapolation. Define the backward difference D x(t) = x(t) − x(t−h). Applying it l times gives

D^l x(t) = Σ_(j=0..l) (−1)^j C(l,j) x(t−jh),

with binomial coefficients C(l,j). The term j = 0 is x(t); all others lie in V_l. Hence

p = x(t) − D^l x(t) = −Σ_(j=1..l) (−1)^j C(l,j) x(t−jh)

is a member of V_l, with error D^l x(t). For l = 2 it is the straight-line extrapolation 2x(t−h) − x(t−2h). Optimality gives

‖x−x₀‖ ≤ ‖D^l x‖.

Let b have l continuous derivatives on the interval from t−lh to t. Because A is constant, x = A⁻¹b has them too, and x^(l) = A⁻¹b^(l). A single difference is an integral,

D x(t) = ∫₀^h x′(t−s) ds.

Repeating this l times yields

D^l x(t) = ∫₀^h ds₁ … ∫₀^h ds_l x^(l)(t−s₁−…−s_l).

The norm of an integral is at most the integral of the norm, and the integration region has volume h^l. Therefore

‖x−x₀‖ ≤ ‖D^l x‖ ≤ h^l M_l,

where M_l is the largest value of ‖x^(l)‖ on the interval. In terms of the data,

‖x^(l)‖² = (A⁻¹b^(l))ᵀ A (A⁻¹b^(l)) = b^(l)ᵀ A⁻¹ b^(l).

At fixed l, the error is thus at most of order h^l. Falling with l at fixed h is a different matter, because M_l depends on l. If M_l ≤ C w^l with hw < 1, the bound falls geometrically, as C(hw)^l. The rate w is the highest frequency that matters in b, so the condition says that the step must resolve it.

If instead M_l = C l!/τ^l, with some time τ, the bound changes by the factor lh/τ on going from l−1 to l. It falls while l < τ/h and grows afterwards. The true error still does not rise, by section 3; the bound for large l has merely become useless, and the smallest of the bounds up to l remains valid.

**6. The leading error for small steps**

The bound can be sharpened to a limit. Since x and D^l x differ by p, an element of V_l, they lie at the same energy distance from V_l:

‖x−x₀‖ = dist(x, V_l) = dist(D^l x, V_l).

Next choose a better-behaved basis of the history. The vectors

D^j x(t−h)/h^j,  j = 0, …, l−1,

span V_l, because each one brings in the next older solution with a nonzero coefficient. By the integral formula, each is an average of x^(j) over times close to t, and tends to x^(j)(t) as h → 0. Likewise D^l x(t)/h^l tends to x^(l)(t).

Assume that x, x′, …, x^(l−1) are linearly independent at t. Their matrix of energy inner products is then invertible, and the projection onto the span depends continuously on the vectors. Dividing the distance by h^l and taking the limit gives

‖x−x₀‖/h^l → K_l = dist(x^(l), span{x, x′, …, x^(l−1)}).

Extrapolation has the limiting constant ‖x^(l)‖. Projection does better by removing whatever part of x^(l) lies along the lower derivatives. Both have order h^l unless K_l vanishes.

**7. Two opposite limits**

Consider first a source with two fixed patterns u and v,

b(t) = u cos ωt + v sin ωt.

The identity cos(ωt) = 2 cos(ωh) cos(ωt−ωh) − cos(ωt−2ωh), and its counterpart for the sine, give

x(t) = 2 cos(ωh) x(t−h) − x(t−2h).

Two old solutions make the guess exact, without h being small. In the limit law this appears as K₂ = 0, since x″ = −ω²x. Straight-line extrapolation has the weight 2 in place of 2 cos(ωh) and keeps an error. More generally, once the history spans a space that contains all solutions of the sequence, every later guess is exact for as long as that basis is kept.

The other limit is a source without memory: the components of b are independent random numbers with zero mean and variance s², drawn afresh at each step. For a given history, the mean square captured by the guess and the mean of ‖x‖² = bᵀA⁻¹b are

mean of Σ_i (q_iᵀb)² = s² Σ_i |q_i|²,
mean of ‖x‖² = s² tr A⁻¹.

With λ_min the smallest eigenvalue of A, normalization gives |q_i|² ≤ 1/λ_min, so their ratio is at most l/(λ_min tr A⁻¹). This bound is small when many more than l eigenvalues are comparable with λ_min. If one very low eigenvalue dominates the trace, even a single old solution can capture much of the new one. For the 3375-point Poisson matrix of section 10, one such random sequence with l = 6 left a relative error of 0.9985. The guess gained almost nothing, but by section 3 its energy error cannot exceed that of a zero guess.

Extrapolation has no such protection. The terms of D^l x are independent, so their mean squares add with the weights C(l,j)², whose sum is C(2l,l). For l = 6 this is 924, and the root-mean-square error is √924 ≈ 30 times that of a zero guess.

**8. A history of finite accuracy**

Let the stored solutions be y_j = x(t−jh) + e_j with ‖e_j‖ ≤ ε. The derivation in section 3 never used the origin of the basis vectors. It needed their A-orthonormality and A x = b for the new system. The guess is therefore still the best one in the span of the stored vectors.

What changes is the quality of that span. Extrapolate with m ≤ l stored vectors. The error of this competitor is

D^m x(t) + Σ_(j=1..m) (−1)^j C(m,j) e_j.

The sum of C(m,j) from j = 1 to m is 2^m − 1, so

‖x−x₀‖ ≤ min over m ≤ l of [‖D^m x‖ + (2^m−1) ε].

The first term falls with m for well-resolved data, while the second grows. The bound stops improving once they are comparable. Tightening the solver tolerance lowers ε and lets a longer history pay.

**9. What the optimality does not promise**

The residual r₀ = A(x−x₀) is not minimized. With λ_max the largest eigenvalue of A,

|r₀|² = (x−x₀)ᵀA²(x−x₀) ≤ λ_max ‖x−x₀‖²,

which limits the residual but does not make it fall. Take A = diag(1, 100), b = (1, 0) and one old solution v = (1, 0.1). Then

vᵀA v = 1 + 100·0.01 = 2,  vᵀb = 1,
x₀ = v (vᵀb)/(vᵀA v) = (0.5, 0.05).

The exact solution is (1, 0), so the squared energy error is 0.5² + 100·0.05² = 0.5. The energy error has dropped from 1 to 0.707. The residual is (0.5, −5), and its length has risen from 1 to 5.02.

Nor does the energy error alone fix the number of conjugate-gradient iterations. After k steps this method has minimized the energy error over x₀ plus the span of r₀, A r₀, …, A^(k−1) r₀. How quickly that succeeds depends on how the initial error is spread over the eigenvectors of A, and not just on its size.

Finally, if A changes to A′, the old basis is no longer orthonormal in the new energy product, and Qᵀb is no longer the best coefficient vector. Repeating the minimization with QᵀA′Q in place of I gives

c = (QᵀA′Q)⁻¹ Qᵀb.

This restores optimality in the span at the price of l new products with A′. The smoothness argument must then be applied to x(t) itself, since x^(l) is no longer A⁻¹b^(l).

**10. Worked example: a charge on a circular orbit**

A Gaussian unit charge of width 1.2 bohr moves on a circle of radius 1.5 bohr about the centre of a grounded cubic box with edge 12 bohr. The grid spacing is a = 0.75 bohr, which leaves 15³ = 3375 interior points. In atomic units the Poisson equation is −∇²φ = 4πρ. With N the usual finite-difference form of −∇², multiply by a³/4π:

A = (a³/4π) N,  b = a³ρ.

Each component of b is the charge in one cell. The form xᵀN x is the sum of squared potential differences between neighbouring points, divided by a². It is positive unless all differences vanish, which the grounded walls allow only for x = 0. So A is positive definite, and ½‖x‖² is the discrete form of the field energy (1/8π)∫|∇φ|² d³r. Fischer's guess minimizes the field energy of the error.

The orbital phase serves as time. One turn has 64 solves, so h = 2π/64 = 0.0982 rad. Reference solutions come from a sparse direct factorization. At the chosen phase, 0.7 rad, the field energy is 0.161 hartree; this belongs to the grid model and is not a continuum value (halving the spacing lowers it to 0.159 hartree, changes the relative projection errors below by up to about 3% and roughly doubles the iteration counts).

The table gives errors in the energy norm relative to ‖x‖. The bound is h^l M_l, with derivatives from the Fourier series in the phase and M_l taken as the largest value among the 64 phases. The last column counts conjugate-gradient iterations, without preconditioner, until the residual is below 10⁻⁸|b|.

l | projection | extrapolation | bound | iterations
0 | 1 | 1 | 1 | 52
1 | 5.92e−2 | 5.92e−2 | 5.96e−2 | 49
2 | 8.47e−3 | 9.21e−3 | 9.26e−3 | 45
3 | 1.45e−3 | 2.03e−3 | 2.06e−3 | 43
4 | 3.57e−4 | 5.83e−4 | 5.96e−4 | 40
5 | 9.15e−5 | 2.03e−4 | 2.10e−4 | 37
6 | 3.11e−5 | 8.19e−5 | 8.66e−5 | 32

With six old solutions the error is 3.1·10⁻⁵. Its field energy is 0.161·(3.11·10⁻⁵)² ≈ 1.6·10⁻¹⁰ hartree. In the energy error, projection beats extrapolation by a factor 8.19/3.11 ≈ 2.6 at l = 6. This does not carry over to the iteration count: started from the extrapolated guess at l = 6, conjugate gradients needs about 30 iterations against 32 from the projection, as section 9 allows.

Up to l = 6, each added solution helps less than the one before; beyond that the trend holds only on average, and a seventh solution gives a factor of about 3.1, slightly more than the sixth. The first reduces the error by a factor 17, the sixth by 9.15/3.11 ≈ 2.9. The bound shows the same trend: its successive ratios rise from 0.06 to 0.41, so M_l grows faster than a single power w^l fitted to low orders. The reason is that the potential at a fixed point contains harmonics of the orbital motion. Differentiating l times multiplies the m-th harmonic by m^l in magnitude, which gives the high harmonics more and more weight.

For the limit law, K₂/‖x‖ = 0.886 from the spectral derivatives. The predicted error at l = 2 is

0.886·(0.0982)² = 8.5·10⁻³,

against 8.47·10⁻³ found. At l = 4 the actual error is 0.967 of the prediction, and 0.998 when the step is divided by four. The deviation shrinks by about 16, as a correction of order h² would. This rate is observed only for l = 4, at this phase and between these two steps. A small term of order h is present in this example too: for l = 1 the deviation changes sign between h/4 and h/16. Section 6 proves just the limit, and its difference vectors are averages over times centred before t, so a correction of order h can appear when the energy inner products of the derivatives change with t.

The iteration count falls from 52 to 32, much less dramatically than the error. The first old solution removes 94% of the error in the energy norm and saves three iterations. Part of this contrast comes from counting to a fixed tolerance: from zero, 52 iterations gain eight decades of residual, about 6.5 per decade on average, while the first old solution gains only 1.2 decades of energy error. The calculation does not separate this from the effects named in section 9.

Now let the six stored solutions be poor, computed by conjugate gradients from a zero start to a residual of 10⁻³|b|. Their largest energy error is ε = 3.4·10⁻⁴‖x‖. The projection errors for l = 3, 4, 5, 6 become 1.44·10⁻³, 4.7·10⁻⁴, 3.4·10⁻⁴ and 3.3·10⁻⁴, relative to ‖x‖. The fall stops near ε. The bound of section 8 is smallest at m = 3,

2.03·10⁻³ + 7·3.4·10⁻⁴ = 4.4·10⁻³,

and is pessimistic by a factor of about 13 at l = 6. The bound rests on competitors with fixed weights and adds the norms of all stored errors with the full weight 2^m − 1, so it need not be sharp.

The last calculation follows a whole turn, using computed solutions only, a residual tolerance of 10⁻⁶|b| and a restart at L = 6. The total iterations for 64 solves are

zero guess: 2748,
previous solution: 2606,
Fischer's guess: 1952.

Fischer's guess saves 796 iterations, or 29%, relative to the zero start, and 25% relative to the previous solution. The overhead should be counted as well. At two extra products with A per solve, its total is 1952 + 128 = 2080 products. If the previous-solution start also forms its initial residual by one extra product, its total is 2606 + 64 = 2670. The saving between these two, counted in products with A, is 22%; the inner products and vector additions of the guess and of the orthogonalization are not included in this count. These savings belong to this grid, tolerance and phase step, and to conjugate gradients without a preconditioner; rounding moves the totals by an iteration or two. They are savings over the zero and previous-solution starts only. On data this smooth, polynomial extrapolation through the last six computed solutions needs only about 1440 iterations for the turn, fewer than Fischer's guess with restart, whose history cycles between 1 and 6. Projection onto the last six solutions at every step needs about 1320, at the price of rebuilding the basis each time. What projection guarantees over extrapolation from the same stored solutions is an energy error that is never larger, and safety for rough data, not fewer iterations in every case.
